**Numerical test of the NV ground-state level crossing**

For an axial field \(B\), the levels \(m=0\) and \(m=-1\) of a spin-1 centre cross at \(B_0=D/\gamma\), where \(D\) is the zero-field splitting and \(\gamma=g\mu_B/h\). The program writes the Hamiltonian in the cubic crystal frame with the NV axis along [111], so that it is not diagonal, and finds the crossing by minimizing the gap between numerical eigenvalues. It asserts that this field agrees with \(D/\gamma\), and that the mean spin projections of the two lowest states exchange between 100 and 105 mT. It also asserts the leading-order gap for a tilted field, the shift of the surviving crossing caused by the strain term in \(E\), the gap caused by the strain term in \(N\), and the shift caused by warming. For a nitrogen-15 nucleus it projects the Hamiltonian onto total spin projection \(-1/2\) and asserts the centre and gap of the avoided crossing. The output gives \(B_0=102.38\) mT for \(D=2870\) MHz and \(g=2.0028\). It shows a gap of 70.83 MHz for a tilt of \(1^\circ\), and a hyperfine gap of 5.16 MHz centred at 102.35 mT.

## Check in Python

```python
"""
Result under test: for an NV centre (spin 1) in an axial magnetic field B,
H/h = D Sz^2 + gamma B Sz, the levels m = 0 and m = -1 cross at B0 = D/gamma.
Also tested: the effects of misalignment, strain and a nitrogen-15 nucleus.

Symbols (frequencies in MHz, fields in mT):
D        zero-field splitting          gamma    g mu_B / h, in MHz/mT
E        strain term E (Sx^2 - Sy^2)   N        strain term N (Sx Sz + Sz Sx)
A_par, A_perp  hyperfine constants     gamma_n  nuclear gyromagnetic ratio
The matrices are written in the cubic crystal frame, NV axis along [111],
so that the Hamiltonian is not diagonal and the eigenvalues are a real test.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

D = 2870.0
g_factor = 2.0028
bohr_hz_per_tesla = const.physical_constants["Bohr magneton in Hz/T"][0]
gamma = g_factor * bohr_hz_per_tesla * 1e-9
A_par, A_perp = 3.03, 3.65        # rough typical values for nitrogen-15
gamma_n = -4.316e-3               # MHz/mT, nitrogen-15
dD_dT = -0.074                    # MHz/K, rough value near room temperature
E_strain, N_strain = 5.0, 1.0     # chosen round values
warming = 10.0                    # K, chosen
temperature = 300.0               # K


def spin_matrices(s):
    """Cartesian spin matrices from the ladder operator."""
    m = np.arange(s, -s - 1, -1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2, (raising - lowering) / 2j,
            np.diag(m).astype(complex)]


# Right-handed NV axes expressed in the cubic frame
axes = np.array([np.array([1, 1, -2]) / np.sqrt(6),
                 np.array([-1, 1, 0]) / np.sqrt(2),
                 np.array([1, 1, 1]) / np.sqrt(3)])


def along_nv_axes(matrices):
    return [sum(a[k] * matrices[k] for k in range(3)) for a in axes]


Sx, Sy, Sz = along_nv_axes(spin_matrices(1))
Ix, Iy, Iz = along_nv_axes(spin_matrices(0.5))


def hamiltonian(B, theta=0.0, E=0.0, N=0.0, D_value=D):
    return (D_value * Sz @ Sz
            + gamma * B * (np.cos(theta) * Sz + np.sin(theta) * Sx)
            + E * (Sx @ Sx - Sy @ Sy) + N * (Sx @ Sz + Sz @ Sx))


def least_gap(matrix_of_field):
    """Field and size of the least gap between the two lowest levels."""
    def gap(B):
        levels = np.linalg.eigvalsh(matrix_of_field(B))
        return levels[1] - levels[0]
    found = minimize_scalar(gap, bounds=(95.0, 110.0), method="bounded",
                            options={"xatol": 1e-9, "maxiter": 500})
    return found.x, found.fun


# --- axial crossing: numerical eigenvalues against D/gamma
B0 = D / gamma
B_num, gap_num = least_gap(lambda B: hamiltonian(B))
assert abs(B_num - B0) < 1e-5 and gap_num < 1e-3


def levels_and_projections(B):
    energies, states = np.linalg.eigh(hamiltonian(B))
    means = np.real(np.diag(states.conj().T @ Sz @ states))
    return energies, means


low_E, low_m = levels_and_projections(100.0)
high_E, high_m = levels_and_projections(105.0)
assert np.allclose(low_m, [0, -1, 1], atol=1e-8)
assert np.allclose(high_m, [-1, 0, 1], atol=1e-8)
cross_E = np.linalg.eigvalsh(hamiltonian(B0))
assert np.allclose(cross_E, [0, 0, 2 * D], atol=1e-7)

# --- misalignment: the gap is sqrt(2) D theta up to relative order theta^2
tilt_rows = []
for degrees in (0.1, 1.0, 5.0):
    theta = np.radians(degrees)
    B_tilt, gap_tilt = least_gap(lambda B: hamiltonian(B, theta=theta))
    estimate = np.sqrt(2) * D * theta
    assert abs(gap_tilt / estimate - 1) < 2 * theta**2
    tilt_rows.append((degrees, B_tilt, gap_tilt, estimate))

# --- strain joining m = +1 and m = -1: crossing moves but survives
for E in (E_strain, 400.0):
    B_E, gap_E = least_gap(lambda B: hamiltonian(B, E=E))
    assert abs(B_E - np.sqrt(D**2 - E**2) / gamma) < 1e-5
    assert gap_E < 1e-3
shift_E = np.sqrt(D**2 - E_strain**2) / gamma - B0

# --- strain joining m = 0 and m = -1: a gap opens
B_N, gap_N = least_gap(lambda B: hamiltonian(B, N=N_strain))
assert abs(gap_N / (np.sqrt(2) * N_strain) - 1) < 1e-3

# --- warming: crossing recomputed with the changed splitting
D_warm = D + dD_dT * warming
B_warm, _ = least_gap(lambda B: hamiltonian(B, D_value=D_warm))
shift_warm = dD_dT * warming / gamma
assert abs((B_warm - B0) - shift_warm) < 1e-5

# --- nitrogen-15: project on total spin projection -1/2
one_e, one_n = np.eye(3), np.eye(2)
total_z = np.kron(Sz, one_n) + np.kron(one_e, Iz)


def hamiltonian_n15(B):
    return (np.kron(hamiltonian(B), one_n) + A_par * np.kron(Sz, Iz)
            + A_perp * (np.kron(Sx, Ix) + np.kron(Sy, Iy))
            - gamma_n * B * np.kron(one_e, Iz))


H_test = hamiltonian_n15(101.0)
assert np.max(np.abs(H_test @ total_z - total_z @ H_test)) < 1e-8
totals, total_states = np.linalg.eigh(total_z)
block = total_states[:, np.abs(totals + 0.5) < 1e-8]
assert block.shape[1] == 2
B_hf, gap_hf = least_gap(
    lambda B: block.conj().T @ hamiltonian_n15(B) @ block)
B_hf_formula = (D - A_par / 2) / (gamma + gamma_n)
assert abs(B_hf - B_hf_formula) < 1e-4
assert abs(gap_hf - np.sqrt(2) * A_perp) < 1e-6

# --- further sizes
B_free_g = D / (abs(const.physical_constants["electron g factor"][0])
                * bohr_hz_per_tesla * 1e-9)
equal_angle = np.degrees(A_perp / D)
thermal_ratio = const.h * 2 * D * 1e6 / (const.k * temperature)

print(f"Zero-field splitting D: {D:.0f} MHz")
print(f"g factor (rough typical value): {g_factor:.4f}")
print(f"Bohr magneton / h: {bohr_hz_per_tesla*1e-9:.5f} MHz/mT")
print(f"gamma = g mu_B / h: {gamma:.4f} MHz/mT")
print(f"Crossing field D/gamma: {B0:.2f} mT")
print(f"Crossing field, converted: {B0*10:.1f} G")
print(f"Crossing field from eigenvalues: {B_num:.2f} mT")
for label, energies, means in (("100 mT", low_E, low_m),
                               ("105 mT", high_E, high_m)):
    for energy, mean in zip(energies, means):
        print(f"At {label}, m = {int(round(mean)):+d}: "
              f"{energy + 0.0:.1f} MHz")
print(f"Third level (m = +1) at the crossing: {cross_E[2]:.0f} MHz")
for degrees, B_tilt, gap_tilt, estimate in tilt_rows:
    print(f"Tilt {degrees:.1f} deg: least gap {gap_tilt:.2f} MHz "
          f"at {B_tilt:.2f} mT; estimate {estimate:.2f} MHz")
print(f"Strain E (chosen): {E_strain:.1f} MHz")
print(f"Field shift from E: {shift_E*1000:.2f} microtesla")
print(f"Strain N (chosen): {N_strain:.1f} MHz")
print(f"Gap from N: {gap_N:.2f} MHz")
print(f"Temperature slope of D (rough): {dD_dT*1000:.0f} kHz/K")
print(f"Warming (chosen): {warming:.0f} K")
print(f"Field shift from warming: {shift_warm*1000:.1f} microtesla")
print(f"Field shift per +1 MHz in D: {1000/gamma:.1f} microtesla")
print(f"N-15 A_par (rough): {A_par:.2f} MHz")
print(f"N-15 A_perp (rough): {A_perp:.2f} MHz")
print(f"N-15 gamma_n (rough): {gamma_n*1000:.3f} kHz/mT")
print(f"N-15 avoided crossing, centre: {B_hf:.2f} mT")
print(f"N-15 centre minus D/gamma: {(B_hf_formula-B0)*1000:.1f} microtesla")
print(f"N-15 avoided crossing, gap: {gap_hf:.2f} MHz")
print(f"Tilt whose gap equals the N-15 gap: {equal_angle:.3f} deg")
print(f"Crossing field with free-electron g: {B_free_g:.2f} mT")
print(f"Temperature for the thermal ratio: {temperature:.0f} K")
print(f"Level spread 2hD over kT: {thermal_ratio:.2e} (no unit)")
print("all good")
```

Printed output:

```
Zero-field splitting D: 2870 MHz
g factor (rough typical value): 2.0028
Bohr magneton / h: 13.99624 MHz/mT
gamma = g mu_B / h: 28.0317 MHz/mT
Crossing field D/gamma: 102.38 mT
Crossing field, converted: 1023.8 G
Crossing field from eigenvalues: 102.38 mT
At 100 mT, m = +0: 0.0 MHz
At 100 mT, m = -1: 66.8 MHz
At 100 mT, m = +1: 5673.2 MHz
At 105 mT, m = -1: -73.3 MHz
At 105 mT, m = +0: -0.0 MHz
At 105 mT, m = +1: 5813.3 MHz
Third level (m = +1) at the crossing: 5740 MHz
Tilt 0.1 deg: least gap 7.08 MHz at 102.38 mT; estimate 7.08 MHz
Tilt 1.0 deg: least gap 70.83 MHz at 102.35 mT; estimate 70.84 MHz
Tilt 5.0 deg: least gap 352.91 MHz at 101.41 mT; estimate 354.20 MHz
Strain E (chosen): 5.0 MHz
Field shift from E: -0.16 microtesla
Strain N (chosen): 1.0 MHz
Gap from N: 1.41 MHz
Temperature slope of D (rough): -74 kHz/K
Warming (chosen): 10 K
Field shift from warming: -26.4 microtesla
Field shift per +1 MHz in D: 35.7 microtesla
N-15 A_par (rough): 3.03 MHz
N-15 A_perp (rough): 3.65 MHz
N-15 gamma_n (rough): -4.316 kHz/mT
N-15 avoided crossing, centre: 102.35 mT
N-15 centre minus D/gamma: -38.3 microtesla
N-15 avoided crossing, gap: 5.16 MHz
Tilt whose gap equals the N-15 gap: 0.073 deg
Crossing field with free-electron g: 102.41 mT
Temperature for the thermal ratio: 300 K
Level spread 2hD over kT: 9.18e-04 (no unit)
all good
```
